\section*{Convergence of the Restricted Møller–Plesset Series for the Hubbard Dimer}

\section*{Question}

Two electrons occupy two equivalent sites, with one orbital on each site. The Hamiltonian is
\begin{equation}
H=K+UD,\qquad
K=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right),\qquad
D=\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},
\end{equation}
with hopping $t>0$ and on-site repulsion $U>0$. One electron has spin up and the other spin down. The bonding and antibonding orbitals are $g=(1+2)/\sqrt2$ and $u=(1-2)/\sqrt2$. The reference is the restricted determinant $|g^2\rangle$, in which both electrons occupy $g$. Let $H_0$ be the sum of the Fock operators of the two electrons, and define
\begin{equation}
H(\lambda)=H_0+\lambda(H-H_0).
\end{equation}
The Møller--Plesset series is the expansion of the ground level of $H(\lambda)$ in powers of $\lambda$, evaluated at $\lambda=1$. Energies may be given in units of $t$.

\begin{enumerate}
\item[(a)] Construct $H_0$. Find the matrix of $H(\lambda)$ in the space of all states with one electron of each spin, and identify the states that couple to the reference.
\item[(b)] Find the levels for complex $\lambda$ and every $\lambda$ at which two of them coincide. Which of these points are exceptional points, where an eigenvector is lost as well?
\item[(c)] Derive the energy term of every order.
\item[(d)] For which $U/t$ does the series converge at $\lambda=1$? Treat the boundary value separately, and find how fast the error falls there.
\item[(e)] Evaluate the terms through order 8 for $U=3t$ and $U=5t$. For a divergent series, find the order at which the terms begin to grow. What can be learned from the low orders?
\item[(f)] At what $U$ does the restricted determinant cease to be the lowest real determinant with one electron of each spin? Is this also where the series begins to diverge?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The partitioned Hamiltonian}

The repulsion acts between opposite spins, so an electron of spin $\sigma$ feels the mean density of the other spin. In the orbital $g$ each site has $\langle n_{i,-\sigma}\rangle=1/2$. The Fock operator is therefore the hopping plus the constant $U/2$, with orbital energies
\begin{equation}
\varepsilon_g=\frac U2-t,\qquad \varepsilon_u=\frac U2+t .
\end{equation}
Its lower orbital is again $g$, so the reference is self-consistent for every $U$. Adding the Fock operators of both electrons gives $H_0=K+U$, and hence
\begin{equation}
H(\lambda)=K+U+\lambda(UD-U)=K+U(1-\lambda)+\lambda UD .
\label{eq:hlam}
\end{equation}

Write $|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle$. Four such states span the space. An equivalent orthonormal set is
\begin{align}
|g^2\rangle&=\tfrac12\left(|11\rangle+|12\rangle+|21\rangle+|22\rangle\right),\\
|u^2\rangle&=\tfrac12\left(|11\rangle-|12\rangle-|21\rangle+|22\rangle\right),\\
|S\rangle&=\tfrac1{\sqrt2}\left(|11\rangle-|22\rangle\right),\qquad
|T\rangle=\tfrac1{\sqrt2}\left(|12\rangle-|21\rangle\right).
\end{align}
Here $|S\rangle$ is a singlet, odd under exchange of the sites. The state $|T\rangle$ is a triplet component, because $-c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}=c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}$ makes it symmetric in the spins.

The operator $D$ leaves $|11\rangle$ and $|22\rangle$ unchanged and removes $|12\rangle$ and $|21\rangle$. Thus
\begin{equation}
D|g^2\rangle=D|u^2\rangle=\tfrac12\left(|11\rangle+|22\rangle\right)
=\tfrac12\left(|g^2\rangle+|u^2\rangle\right).
\end{equation}
All four matrix elements of $D$ between $|g^2\rangle$ and $|u^2\rangle$ equal $1/2$. The hopping energies are $-2t$ for $|g^2\rangle$ and $+2t$ for $|u^2\rangle$. Inserting these in Eq.~\eqref{eq:hlam}, with $U(1-\lambda)+\lambda U/2=U-\lambda U/2$, gives the block
\begin{equation}
\begin{pmatrix}
U-\frac{\lambda U}{2}-2t & \frac{\lambda U}{2}\\[3pt]
\frac{\lambda U}{2} & U-\frac{\lambda U}{2}+2t
\end{pmatrix}.
\label{eq:block}
\end{equation}

For the other two states, $K|11\rangle=K|22\rangle=-t(|12\rangle+|21\rangle)$ and $K|12\rangle=K|21\rangle=-t(|11\rangle+|22\rangle)$. The differences in $|S\rangle$ and $|T\rangle$ therefore give $K|S\rangle=K|T\rangle=0$. Since $D|S\rangle=|S\rangle$ and $D|T\rangle=0$, both are eigenstates of $H(\lambda)$:
\begin{equation}
E_S=U,\qquad E_T=U-\lambda U .
\end{equation}
The reference couples to $|u^2\rangle$ and to no other state.

\subsection*{(b) Levels and exceptional points}

Measure the energy in the block from its common diagonal part, $\eta=E-U+\lambda U/2$. The characteristic equation is
\begin{equation}
(-2t-\eta)(2t-\eta)-\frac{\lambda^2U^2}{4}
=\eta^2-4t^2-\frac{\lambda^2U^2}{4}=0 ,
\end{equation}
so that
\begin{equation}
E_\pm(\lambda)=U-\frac{\lambda U}{2}\pm R(\lambda),\qquad
R(\lambda)=\sqrt{4t^2+\frac{\lambda^2U^2}{4}} .
\label{eq:levels}
\end{equation}

The levels $E_+$ and $E_-$ coincide when $R=0$, that is, when $\lambda^2=-16t^2/U^2$:
\begin{equation}
\lambda_\pm=\pm\frac{4it}{U}.
\label{eq:ep}
\end{equation}
A coincidence of $E_\pm$ with $E_S$ would need $\lambda U/2=\pm R$, and one with $E_T$ would need $-\lambda U/2=\pm R$. Squaring either condition gives $\lambda^2U^2/4=4t^2+\lambda^2U^2/4$, which is impossible for $t>0$. The remaining pair, $E_S$ and $E_T$, meets at $\lambda=0$.

To classify the points, subtract the common energy from the block. At $\lambda_\pm$ the off-diagonal element is $\pm2it$, which leaves
\begin{equation}
N=\begin{pmatrix}-2t&\pm2it\\ \pm2it&2t\end{pmatrix},\qquad
N^2=\begin{pmatrix}4t^2-4t^2&0\\0&4t^2-4t^2\end{pmatrix}=0 .
\end{equation}
The off-diagonal elements of $N^2$ vanish because the diagonal elements of $N$ are opposite. Since $N\neq0$, the equation $Nv=0$ has one independent solution instead of two. An eigenvector has been lost, and $\lambda_\pm$ are exceptional points. At $\lambda=0$ the states $|S\rangle$ and $|T\rangle$ both remain eigenvectors, so that point is an ordinary crossing. It does not involve the ground level.

The square root has a further consequence. Factorizing its argument gives
\begin{equation}
R^2=\frac{U^2}{4}(\lambda-\lambda_+)(\lambda-\lambda_-).
\end{equation}
Let $\lambda$ go once around a small circle about $\lambda_+$. The phase of the first factor grows by $2\pi$, while that of the second returns to its initial value. The phase of $R$ therefore grows by $\pi$, $R$ changes sign, and $E_+$ and $E_-$ change places. No single-valued expansion of one level can hold on a region containing such a circle.

For $U=5t$ the points lie at $\lambda=\pm0.8i$. At $+0.8i$ the common energy is $U-\lambda U/2=(5-2i)t$. Following the levels numerically around a circle of radius $0.1$ about this point exchanges two of them. The same circle about the real point $\lambda=0.8$ exchanges none.

For real $\lambda$ the separation is $E_+-E_-=2R\ge4t$, so the ground level comes nowhere near $E_+$ on the path from $\lambda=0$ to $\lambda=1$. The coincidence occurs for imaginary $\lambda$, where $H(\lambda)$ is not Hermitian. It is not a degeneracy of the physical dimer, yet it controls the series.

\subsection*{(c) The terms of the series}

At $\lambda=0$ the reference has energy $2\varepsilon_g=U-2t$, which selects $E_-$ in Eq.~\eqref{eq:levels}. Define
\begin{equation}
x=\frac{U}{4t}.
\end{equation}
Taking $4t^2$ out of the root gives $R=2t\sqrt{1+(\lambda x)^2}$, because $\lambda^2U^2/(16t^2)=(\lambda x)^2$. The binomial series then yields
\begin{equation}
E_-(\lambda)=U-\frac{\lambda U}{2}
-2t\sum_{k=0}^{\infty}\binom{1/2}{k}(\lambda x)^{2k}.
\end{equation}
The coefficient of $\lambda^n$ is the energy term $E_n$:
\begin{align}
E_0&=U-2t, & E_1&=-\frac U2,\\
E_{2k}&=-2t\binom{1/2}{k}x^{2k}\quad(k\ge1), &
E_{2k+1}&=0\quad(k\ge1).
\label{eq:terms}
\end{align}

The sum $E_0+E_1=U/2-2t$ is the Hartree--Fock energy. Zeroth order counts the mean repulsion $U/2$ twice, once for each electron, and first order removes the excess. For $k=1$ the binomial coefficient is $1/2$, so
\begin{equation}
E_2=-tx^2=-\frac{U^2}{16t}.
\end{equation}
This agrees with the usual second-order formula: the squared coupling $(U/2)^2$ is divided by the energy difference $2\varepsilon_g-2\varepsilon_u=-4t$.

The odd terms vanish from the third order on because reversing the sign of $\lambda$ in the off-diagonal element can be undone by reversing the sign of $|u^2\rangle$. The root therefore depends on $\lambda^2$, and the common diagonal shift supplies the one odd term.

\subsection*{(d) The range of convergence}

From the definition of the binomial coefficient,
\begin{equation}
\binom{1/2}{k+1}=\binom{1/2}{k}\frac{1/2-k}{k+1},
\end{equation}
and therefore, for $k\ge1$,
\begin{equation}
\frac{E_{2k+2}}{E_{2k}}=-x^2\,\frac{k-1/2}{k+1}
\;\longrightarrow\;-x^2\qquad(k\to\infty).
\label{eq:ratio}
\end{equation}
By the ratio test the series at $\lambda=1$ converges for $x<1$ and diverges for $x>1$. For general $\lambda$ the limit is $-(\lambda x)^2$, so the radius of convergence is $1/x=4t/U$. This is the distance from the origin to the exceptional points in Eq.~\eqref{eq:ep}. They lie outside the unit circle for $U<4t$ and inside it for $U>4t$.

In terms of the block, $x=2(U/2)/(4t)$ is twice the coupling divided by the zeroth-order separation. This ratio alone fixes the radius because the block holds two states and the perturbation shifts both diagonal elements by the same amount. It is not a general criterion: for a dimer with unequal site energies the series can diverge while the same ratio is well below 1, and the odd terms no longer vanish.

\paragraph{The boundary.}
At $U=4t$ the ratio test is silent, since $x=1$. Let $a_k$ be the magnitude of $\binom{1/2}{k}$. For $k\ge1$ the coefficient has the sign $(-1)^{k-1}$, so for $0\le y<1$
\begin{equation}
\sqrt{1-y}=1-\sum_{k=1}^{\infty}a_ky^k\ge0 .
\end{equation}
Every finite sum $\sum_{k=1}^{K}a_ky^k$ is therefore at most 1. Letting $y\to1$ in this finite sum gives $\sum_{k=1}^{K}a_k\le1$ for every $K$. The terms are positive, so their sum converges, and the perturbation series converges absolutely.

Abel's theorem identifies its value: a power series that converges at $\lambda=1$ has there the limit of its sum as $\lambda\to1$ from below. That limit is $E_-(1)=(2-2\sqrt2)t\approx-0.8284\,t$, the exact energy of the dimer. Hence
\begin{equation}
\text{the series converges if and only if } U\le4t .
\end{equation}
The statement that it converges only for $U<4t$ just misses the boundary point.

\paragraph{The error at the boundary.}
The $a_k$ can be written as
\begin{equation}
a_k=\frac{1}{2k-1}\,\frac{1}{4^k}\binom{2k}{k}.
\end{equation}
This gives $a_1=1/2$, and its successive ratio is
\begin{equation}
\frac{2k-1}{2k+1}\cdot\frac{(2k+2)(2k+1)}{4(k+1)^2}
=\frac{2k-1}{2k+2}=\frac{k-1/2}{k+1},
\end{equation}
as required. Stirling's formula gives $\binom{2k}{k}\simeq4^k/\sqrt{\pi k}$, so $a_k\simeq1/(2\sqrt\pi\,k^{3/2})$ for large $k$.

After order $2K$ the magnitude of the error is $2tr_K$, where $r_K=a_{K+1}-a_{K+2}+\cdots$. By this definition $r_K+r_{K+1}=a_{K+1}$. The difference $r_K-r_{K+1}$ is an alternating sum of
\begin{equation}
a_k-a_{k+1}=\frac{3}{2(k+1)}\,a_k,\qquad k\ge K+1 .
\end{equation}
These quantities decrease with $k$, so the alternating sum is no larger than its first member, $3a_{K+1}/[2(K+2)]$. For large $K$ this is negligible beside $a_{K+1}$, and $r_K\simeq a_{K+1}/2$. Thus
\begin{equation}
|\text{error}|\simeq t\,a_{K+1}\simeq\frac{t}{2\sqrt\pi\,K^{3/2}} .
\end{equation}
At order 400, where $K=200$, this estimate is $9.97\times10^{-5}\,t$. The computed error is $9.95\times10^{-5}\,t$. Convergence at the boundary is algebraic, whereas for $U<4t$ the terms fall geometrically.

\subsection*{(e) Numerical behaviour}

The first binomial coefficients after $k=0$ are $1/2$, $-1/8$, $1/16$ and $-5/128$. For $U=3t$, $x^2=9/16$, and Eq.~\eqref{eq:terms} gives, for example, $E_4=(t/4)(9/16)^2=0.0791\,t$. For $U=5t$, $x^2=25/16$ and $E_4=(t/4)(25/16)^2=0.6104\,t$. The terms in units of $t$ are
\begin{center}
\begin{tabular}{ccccccc}
$U/t$ & $E_0$ & $E_1$ & $E_2$ & $E_4$ & $E_6$ & $E_8$\\
3 & 1.0000 & $-1.5000$ & $-0.5625$ & 0.0791 & $-0.0222$ & 0.0078\\
5 & 3.0000 & $-2.5000$ & $-1.5625$ & 0.6104 & $-0.4768$ & 0.4657
\end{tabular}
\end{center}

For $U=3t$ the exact energy is
\begin{equation}
E_-(1)=\frac32t-\sqrt{4+\frac94}\;t=-t .
\end{equation}
The sum through second order is $(1-1.5-0.5625)t=-1.0625\,t$, in error by $0.0625\,t$. Through order 10 the error is $9.0\times10^{-4}\,t$.

For $U=5t$ the exact energy is $-0.7016\,t$, and the sum through second order is $-1.0625\,t$. The next three even terms move the sum to $-0.452\,t$, $-0.929\,t$ and $-0.463\,t$. It jumps from side to side of the exact value.

By Eq.~\eqref{eq:ratio}, $|E_{2k+2}|>|E_{2k}|$ when $x^2(k-1/2)>k+1$. For $x>1$ this can be solved for $k$:
\begin{equation}
k>\frac{1+x^2/2}{x^2-1}.
\end{equation}
For $U=5t$ the right-hand side is $1.78125/0.5625\approx3.17$. The first integer above it is $k=4$, so the smallest even term is $E_8$ and growth begins with $E_{10}$. For $U=4.1t$ the bound is about $30.1$, so $k=31$ and the smallest even term has order 62. The closer $U$ is to $4t$ from above, the later the growth begins.

The absolute errors of the partial sums, in units of $t$ and measured from the energy found by diagonalization, are
\begin{center}
\begin{tabular}{ccccc}
$U/t$ & order 10 & order 50 & order 100 & order 400\\
3.9 & $1.7\times10^{-2}$ & $6.1\times10^{-4}$ & $6.1\times10^{-5}$ & $3.9\times10^{-9}$\\
4.0 & $2.3\times10^{-2}$ & $2.2\times10^{-3}$ & $7.9\times10^{-4}$ & $1.0\times10^{-4}$\\
4.1 & $3.0\times10^{-2}$ & $7.8\times10^{-3}$ & $9.6\times10^{-3}$ & $2.0$\\
5.0 & $2.7\times10^{-1}$ & $1.9\times10^{2}$ & $4.8\times10^{6}$ & $7.1\times10^{34}$
\end{tabular}
\end{center}
At order 10 the errors for $U=3.9t$, $4.0t$ and $4.1t$ are of similar size. At $U=4.1t$ the error at order 50 is still smaller than at order 10, although the series diverges. Falling errors in low orders therefore do not establish convergence.

The terms in this check came from the general Rayleigh--Schrödinger recursion in the four-state space, without use of Eq.~\eqref{eq:terms}. Extrapolating their ratios gives radii of $1.0256$ at $U=3.9t$ and $0.9756$ at $U=4.1t$, on either side of 1 and equal to $4t/U$ to the digits shown.

There is also a failure that no fixed order can avoid. For $U\gg t$ the exact energy approaches zero:
\begin{equation}
E_-(1)=\frac U2\left(1-\sqrt{1+\frac{16t^2}{U^2}}\right)\simeq-\frac{4t^2}{U}.
\end{equation}
A partial sum through a fixed order is a polynomial in $U$ that is not constant, so its magnitude grows without limit.

\subsection*{(f) The lowest determinant}

Let the spin-up orbital have site amplitudes $(\cos\alpha,\sin\alpha)$ and the spin-down orbital $(\cos\beta,\sin\beta)$. Each electron has hopping energy $-2t\cos\alpha\sin\alpha=-t\sin2\alpha$, or the same with $\beta$. The repulsion is $U$ times the probability that both electrons are on one site. With $p=2\alpha$ and $q=2\beta$,
\begin{align}
\cos^2\alpha\cos^2\beta+\sin^2\alpha\sin^2\beta
&=\tfrac14\left[(1+\cos p)(1+\cos q)+(1-\cos p)(1-\cos q)\right]\nonumber\\
&=\tfrac12(1+\cos p\cos q).
\end{align}
Set $s=\sin\frac{p+q}{2}$ and $c=\cos\frac{p-q}{2}$. Then $\sin p+\sin q=2sc$, and
\begin{equation}
\cos p\cos q=\tfrac12\left[\cos(p+q)+\cos(p-q)\right]
=\tfrac12\left[(1-2s^2)+(2c^2-1)\right]=c^2-s^2 .
\end{equation}
The energy of the determinant is therefore
\begin{equation}
E_{\rm det}=-2tsc+\frac U2\left(1+c^2-s^2\right),\qquad -1\le s,c\le1 .
\end{equation}
For fixed $c$ the second derivative with respect to $s$ is $-U<0$, so the minimum lies at an end, $s=\pm1$. Changing the signs of both $s$ and $c$ leaves the energy unchanged, so take $s=1$:
\begin{equation}
E_{\rm det}=-2tc+\frac{Uc^2}{2}.
\end{equation}
This parabola has its minimum at $c=2t/U$. For $U\le2t$ that point is not below $c=1$, so the lowest allowed energy is at $c=1$. There $p=q=\pi/2$, which is the restricted determinant with energy $U/2-2t$. For $U>2t$ the minimum lies inside the range and gives $-2t^2/U$. Then $p\ne q$, so the two spins occupy different orbitals and the sites are spin-polarized.

The restricted determinant thus loses its place as the lowest one at $U=2t$, while the series diverges only beyond $U=4t$. The first threshold compares energies of single determinants at $\lambda=1$. The second depends on the levels at complex $\lambda$. At $U=3t$ the restricted determinant has energy $-0.500\,t$ and the polarized one $-0.667\,t$, yet the series built on the restricted determinant converges to the exact energy $-t$.

The limit $U=4t$ was derived for this symmetric dimer, and it depends on how $H_0$ separates the two coupled states. The bare hopping $H_0=K$ gives $K+\lambda UD$, which differs from Eq.~\eqref{eq:hlam} only by the multiple $U(1-\lambda)$ of the identity, so its exceptional points and its limit are the same. Raising $|u^2\rangle$ in $H_0$ by $\Delta$ instead makes the diagonal separation $4t+\Delta(1-\lambda)$. The two levels then coincide when $[4t+\Delta(1-\lambda)]^2+\lambda^2U^2=0$, that is, at $\lambda=(4t+\Delta)/(\Delta\pm iU)$. For $\Delta=2t$ and $U=5t$ this gives $|\lambda|=6/\sqrt{29}\approx1.11$, outside the unit circle. For each choice of $H_0$ the exceptional points must be found anew.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Energies in units of t; lam has no unit
Site occupation per spin in the reference: [0.5 0.5]
Discriminant of the four-state problem: 256*U**2*lam**2*t**8*(U**2*lam**2 + 16*t**2)
Exceptional points lam: [-4*I*t/U, 4*I*t/U]
U/t=5: exceptional point at lam = 0.0000+0.8000j, energy 5.0000-2.0000j t
Rank of H-E there: 3, of its square: 2
Rank of H-U at lam=0: 2 (four states)
Levels exchanged, circle of radius 0.1 around EP: 2
Levels exchanged, same circle around lam=0.8: 0
U/t=3.0: exact energy -1.00000000 t, Hartree-Fock -0.5000 t
  radius from terms 1.333333, 4t/U = 1.333333
U/t=3.9: exact energy -0.84329554 t, Hartree-Fock -0.0500 t
  radius from terms 1.025641, 4t/U = 1.025641
U/t=4.0: exact energy -0.82842712 t, Hartree-Fock 0.0000 t
  radius from terms 1.000000, 4t/U = 1.000000
U/t=4.1: exact energy -0.81400070 t, Hartree-Fock 0.0500 t
  radius from terms 0.975610, 4t/U = 0.975610
U/t=5.0: exact energy -0.70156212 t, Hartree-Fock 0.5000 t
  radius from terms 0.800000, 4t/U = 0.800000
U/t=3.0: terms of order 0,1,2,4,6,8 (t): 1.000000 -1.500000 -0.562500 0.079102 -0.022247 0.007821
U/t=5.0: terms of order 0,1,2,4,6,8 (t): 3.000000 -2.500000 -1.562500 0.610352 -0.476837 0.465661
Absolute error of partial sum (t) through orders (2, 10, 50, 100, 200, 400)
  U/t=3.0: 6.25e-02 9.04e-04 8.99e-10 1.78e-15 1.44e-15 1.44e-15
  U/t=3.9: 1.57e-01 1.74e-02 6.10e-04 6.13e-05 1.73e-06 3.88e-09
  U/t=4.0: 1.72e-01 2.31e-02 2.22e-03 7.92e-04 2.81e-04 9.95e-05
  U/t=4.1: 1.87e-01 3.04e-02 7.83e-03 9.59e-03 4.02e-02 1.99e+00
  U/t=5.0: 3.61e-01 2.71e-01 1.91e+02 4.76e+06 8.27e+15 7.06e+34
U/t=4, order 400: boundary law for the error 9.974e-05 t
U/t=4: sum of |E_n|, n=2..400: 1.92026 t (bound 2 t)
U/t=4.1: smallest even term at order 62: -1.530e-02 t
U/t=5.0: smallest even term at order 8: 4.657e-01 t
U/t=1.9: restricted determinant -1.05000 t, lowest determinant -1.05000 t
U/t=2.1: restricted determinant -0.95000 t, lowest determinant -0.95238 t
U/t=3.0: restricted determinant -0.50000 t, lowest determinant -0.66666 t
\end{verbatim}
